# Steady Populations and Additive Waiting Times in Silicon Fluorination

## First derivation: balancing the populations

### A site with two states

Suppose that a surface site is either bare or covered. A bare site becomes covered at rate \(a\), and a covered site loses its silicon atom at rate \(b\), which exposes a new bare site. A rate here is a probability per unit time: a bare site becomes covered during a short time \(dt\) with probability \(a\,dt\). Let \(c\) be the fraction of sites that are covered. Covering adds \(a(1-c)\) to it per unit time and removal subtracts \(bc\), so

\[
\frac{dc}{dt}=a(1-c)-bc=a-(a+b)c .
\]

The derivative vanishes when \(c=a/(a+b)\). Dividing numerator and denominator by \(ab\) gives

\[
c=\frac{1/b}{1/a+1/b},\qquad 1-c=\frac{1/a}{1/a+1/b}.
\]

Each state holds a share proportional to the time a site spends in it per visit. The departure of \(c\) from its steady value obeys \(d(\Delta c)/dt=-(a+b)\Delta c\), so it decays as \(e^{-(a+b)t}\). The number of removals per site and unit time is \(bc=1/(1/a+1/b)\), the reciprocal of the sum of the two waiting times.

Take \(a=2\ \mathrm{s^{-1}}\) and \(b=1\ \mathrm{s^{-1}}\). The waits are 0.5 s and 1 s, and the covered share is \(2/3\). If \(b\) is doubled at fixed \(a\), both waits are 0.5 s and the covered share is \(1/2\), not \(1/3\). What has halved is the ratio of covered to bare sites, from 2 to 1. The inverse law therefore concerns ratios of populations. The absolute population also feels the change in the total cycle time.

### The fluorination cycle

Now let the site bind fluorine atoms one at a time. State \(j=0,1,2,3\) has \(j\) bound fluorine atoms. State 4 is a completed SiF\(_4\) molecule that has not yet left the surface. Its departure removes one silicon atom and exposes a bare site:

\[
0\xrightarrow{k_0}1\xrightarrow{k_1}2\xrightarrow{k_2}3
\xrightarrow{k_3}4\xrightarrow{k_4}0 .
\]

All five exit rates \(k_j\) are positive and constant in time. There are no reverse steps and no side exits, all sites are equivalent, and a renewed site starts bare. "Irreversible" refers to the direction of each step; the site as a whole repeats the cycle.

The constant rates have a simple origin. Let \(\Gamma\) be the number of fluorine atoms striking unit area per unit time, and \(N_s\) the number of sites per unit area. One site occupies the area \(1/N_s\) and is struck at the rate \(\nu=\Gamma/N_s\). If impacts are random and uncorrelated, and an impact on state \(j\) reacts with probability \(s_j\), then a reaction occurs in \(dt\) with probability \(s_j\nu\,dt\). Hence

\[
k_j=s_j\nu=\frac{s_j\Gamma}{N_s},\qquad j=0,1,2,3 .
\]

The departure rate \(k_4\) does not depend on the flux. Steady gas conditions and a steady surface temperature keep all five rates constant.

For a gas at temperature \(T_g\), with partial pressure \(P\) of fluorine atoms of mass \(m\), the flux follows from the Maxwell distribution of the velocity component \(v\) towards the surface. With number density \(P/(k_BT_g)\),

\[
\Gamma=\frac{P}{k_BT_g}\sqrt{\frac{m}{2\pi k_BT_g}}
\int_0^\infty v\,e^{-mv^2/(2k_BT_g)}\,dv .
\]

The integrand is the derivative of \(-(k_BT_g/m)e^{-mv^2/(2k_BT_g)}\), so the integral equals \(k_BT_g/m\). Therefore

\[
\Gamma=\frac{P}{k_BT_g}\sqrt{\frac{k_BT_g}{2\pi m}}
=\frac{P}{\sqrt{2\pi mk_BT_g}} .
\]

### The steady state

Let \(P_j(t)\) be the probability that a site is in state \(j\), which for many sites is the fraction of them in that state. State \(j\) gains from the state before it and loses to the state after it. With the index before 0 understood as 4,

\[
\frac{dP_j}{dt}=k_{j-1}P_{j-1}-k_jP_j,\qquad \sum_{j=0}^4P_j=1 .
\]

The sum is conserved because every loss term appears once as a gain term. In a steady state, with populations \(p_j\), all derivatives vanish and

\[
k_0p_0=k_1p_1=k_2p_2=k_3p_3=k_4p_4=J .
\]

The common value \(J\) is the number of passages through any given step, per site and unit time. Introduce the waiting times \(\tau_j=1/k_j\). Then \(p_j=J\tau_j\), and normalization gives

\[
1=\sum_jp_j=J\sum_j\tau_j .
\]

With \(T=\sum_j\tau_j\), the steady state is

\[
J=\frac1T,\qquad p_j=\frac{\tau_j}{T}=\frac{1}{k_jT},\qquad
\frac{p_i}{p_j}=\frac{k_j}{k_i}.
\]

The balance equations left no freedom except \(J\), and normalization fixed \(J\), so there is one steady state. All its populations are positive. At this point \(T\) is a sum of reciprocal rates; that it is also the mean duration of a cycle remains to be shown.

A slow exit lets population collect in front of it until the outflow matches the common current. If one wait is much longer than the sum of the others, nearly all sites are in that state and \(J\) is close to its exit rate. If all waits are equal, each state holds one fifth of the sites.

### What changes when one rate changes

Let \(R_j=T-\tau_j\) be the sum of the other waits. Then

\[
p_j=\frac{\tau_j}{\tau_j+R_j}=\frac{1}{1+k_jR_j}.
\]

At fixed other rates, \(p_j\) falls as \(1/k_j\) when \(k_jR_j\gg1\), that is, when state \(j\) is sparsely populated. It tends to one when \(k_j\) becomes small.

The response to a small relative change of one rate follows from \(\ln p_i=-\ln k_i-\ln T\). Since \(\tau_j=e^{-\ln k_j}\), its derivative with respect to \(\ln k_j\) is \(-\tau_j\), and

\[
\frac{\partial\ln T}{\partial\ln k_j}=-\frac{\tau_j}{T}=-p_j .
\]

With \(\delta_{ij}=1\) for \(i=j\) and zero otherwise, this gives

\[
\frac{\partial\ln p_i}{\partial\ln k_j}=p_j-\delta_{ij},\qquad
\frac{\partial\ln J}{\partial\ln k_j}=p_j .
\]

The population of a state is thus also the sensitivity of the removal rate to that state's exit rate. If a state holds 60 % of the sites, a 1 % increase in its exit rate raises \(J\) by about 0.6 %. The five sensitivities add to one, as they must: raising all rates by the same small fraction raises \(J\) by that fraction.

### The approach to the steady state

It remains to show that the surface reaches this state from any initial preparation. Let \(W_{ij}\) be the probability that a site starting in state \(j\) is in state \(i\) after a fixed time \(t_0>0\). All these numbers are positive, for the following reason. Divide \(t_0\) into four equal intervals of length \(h\). During one interval a site in state \(a\) stays there with probability \(e^{-k_ah}>0\). It makes one step and then stays in the next state with probability

\[
\int_0^h k_ae^{-k_as}\,e^{-k_{a+1}(h-s)}\,ds>0,
\]

where the index after 4 is 0. Any state can be reached from any other in at most four steps. A site can make one step in each of as many intervals as needed and stay put in the remaining ones. The product of the corresponding probabilities is positive, so there is a \(\delta>0\) with \(W_{ij}\ge\delta\) for all \(i\) and \(j\).

Let \(u_j\) be the difference between two sets of populations at some instant. Both sets add to one, so \(\sum_ju_j=0\), and subtracting \(\delta\sum_ju_j\) changes nothing:

\[
u_i(t+t_0)=\sum_jW_{ij}u_j(t)=\sum_j(W_{ij}-\delta)u_j(t).
\]

The brackets are not negative. Taking absolute values, summing over \(i\), and using \(\sum_iW_{ij}=1\) gives

\[
\sum_i|u_i(t+t_0)|\le\sum_j\sum_i(W_{ij}-\delta)|u_j(t)|
=(1-5\delta)\sum_j|u_j(t)| .
\]

Since the five entries of a column add to one, \(5\delta\le1\), and the factor lies between zero and one, with one excluded. The difference shrinks at least by this factor in every interval \(t_0\). The same argument with \(\delta=0\) shows that it does not grow in between. Choosing the steady state as one of the two sets proves that \(P_j(t)\to p_j\) from every initial condition.

The expected number of renewals per site up to time \(t\) is \(\int_0^tk_4P_4(t')\,dt'\). Because \(P_4\) tends to \(p_4\), this number divided by \(t\) tends to \(k_4p_4=J\).

### The waiting times add

To obtain the mean duration of one cycle from the same rate equations, follow a site that starts bare and stop following it when its SiF\(_4\) molecule leaves. Let \(Q_j(t)\) be the probability that it is still being followed and is in state \(j\). Nothing returns to state 0, so

\[
\frac{dQ_0}{dt}=-k_0Q_0,\qquad
\frac{dQ_j}{dt}=k_{j-1}Q_{j-1}-k_jQ_j\quad(j\ge1),
\]

with \(Q_0(0)=1\) and the other \(Q_j(0)=0\). The first equation gives \(Q_0=e^{-k_0t}\). Multiplying the others by \(e^{k_jt}\) and integrating gives

\[
Q_j(t)=\int_0^te^{-k_j(t-s)}k_{j-1}Q_{j-1}(s)\,ds .
\]

Let \(\kappa\) be the smallest exit rate. Then \(Q_0\le e^{-\kappa t}\), and replacing \(k_j\) by \(\kappa\) in the exponential can increase the integral but not reduce it. Repeated integration yields

\[
Q_j(t)\le k_0k_1\cdots k_{j-1}\frac{t^j}{j!}e^{-\kappa t}\quad(j\ge1).
\]

All \(Q_j\) therefore vanish at long times, fast enough for the integrals \(A_j=\int_0^\infty Q_j\,dt\) to be finite. \(A_j\) is the mean time spent in state \(j\) during the cycle. Integrating the rate equations over all times gives

\[
-1=-k_0A_0,\qquad 0=k_{j-1}A_{j-1}-k_jA_j .
\]

Hence \(k_jA_j=1\) for every state, which says that each state is passed once per cycle, and \(A_j=\tau_j\).

The probability that the cycle is unfinished at time \(t\) is \(S(t)=\sum_jQ_j(t)\), and the probability density of its duration is \(-dS/dt\). Integration by parts gives the mean duration,

\[
\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\big[-tS\big]_0^\infty+\int_0^\infty S\,dt
=\sum_jA_j=\sum_j\tau_j=T .
\]

The boundary term vanishes because \(S\) is bounded by a polynomial times \(e^{-\kappa t}\). The sum that normalized the steady populations is the mean time from a bare site to its renewal.

## Second derivation: following one site through its waits

The symbols carried over are these. A site passes through states \(0,1,2,3,4\) and returns to 0. State \(j\) has exit rate \(k_j\) and waiting time \(\tau_j=1/k_j\). Their sum is \(T\), the steady populations are \(p_j\), and \(J\) is the renewal rate per site. Population balance gave \(p_j=\tau_j/T\) and \(J=1/T\). The flux of fluorine atoms is \(\Gamma\), the site density \(N_s\), the impact rate per site \(\nu=\Gamma/N_s\), and \(k_j=s_j\nu\) for the four fluorination steps. The argument below reaches the populations without the balance equations.

### One wait and one cycle

Let \(t_j\) be the random time a site spends in state \(j\) during one visit. The probability \(S_j(t)\) that it is still there after a time \(t\) falls by \(k_jS_j\,dt\) during \(dt\), so \(S_j=e^{-k_jt}\). The probability density of the wait is \(k_je^{-k_jt}\), and integration by parts gives

\[
\langle t_j\rangle=\int_0^\infty e^{-k_jt}\,dt=\frac1{k_j},\qquad
\langle t_j^2\rangle=2\int_0^\infty te^{-k_jt}\,dt=\frac2{k_j^2}.
\]

The variance is \(2/k_j^2-1/k_j^2=\tau_j^2\).

One cycle lasts \(C=t_0+t_1+t_2+t_3+t_4\). The mean of a sum is the sum of the means, whether or not the terms are correlated, so \(\langle C\rangle=\sum_j\tau_j=T\). With constant exit rates the length of one wait has no influence on the next. The waits are then independent, the cross terms in the variance vanish, and

\[
\sigma_C^2=\sum_j\tau_j^2 .
\]

### From waits to populations

Let the site start bare, and let \(C_n\) be the time needed for \(n\) cycles. Different cycles are independent, so \(C_n/n\) has mean \(T\) and variance \(\sigma_C^2/n\). A random quantity that deviates from its mean by more than \(\epsilon\) with probability \(w\) has a variance of at least \(\epsilon^2w\). Therefore

\[
\mathrm{Prob}\left(\left|\frac{C_n}{n}-T\right|>\epsilon\right)
\le\frac{\sigma_C^2}{n\epsilon^2}\to0 .
\]

In the same way, the total time spent in state \(j\) during \(n\) cycles, divided by \(n\), approaches \(\tau_j\).

Now fix a long time \(t\) and a small number \(\eta>0\). Let \(n_+\) and \(n_-\) be the whole numbers nearest to \((1+\eta)t/T\) and \((1-\eta)t/T\). By the result just obtained, \(n_+\) cycles take about \((1+\eta)t\), and \(n_-\) cycles about \((1-\eta)t\). With a probability that tends to one, the number of renewals up to \(t\) thus lies between \(n_-\) and \(n_+\). The time \(B_j(t)\) spent in state \(j\) up to \(t\) then lies between its values after \(n_-\) and after \(n_+\) cycles, which are close to \(n_-\tau_j\) and \(n_+\tau_j\). Dividing by \(t\) and letting \(\eta\) be as small as desired gives

\[
\frac{\text{number of renewals}}{t}\to\frac1T,\qquad
\frac{B_j(t)}{t}\to\frac{\tau_j}{T}.
\]

If the site starts in another state, the first incomplete cycle adds a finite time, which disappears on division by \(t\).

Finally, consider sites whose populations \(p_j\) are steady. The mean of \(B_j(t)/t\) over these sites is \(p_j\) for every \(t\), because at each instant a fraction \(p_j\) is in state \(j\). This ratio lies between zero and one and approaches \(\tau_j/T\) with a probability tending to one, so its mean has the same limit. Hence \(p_j=\tau_j/T\), in agreement with the first derivation.

### What each derivation assumes

The balance argument assumes constant exit rates. In return it shows that a steady state exists, that it is unique, and that every initial population tends to it.

The second argument uses less about the individual waits. For the long-time fractions it uses independent, statistically identical cycles and waits with finite mean and variance; it does not use the exponential form of the waits. The finite variance serves only the simple bound used above. The waits within a cycle may even be correlated, since means add regardless. For the variances to add, the covariances between the waits must sum to zero, which is guaranteed if the waits are uncorrelated. If the waits are not exponential, \(1/k_j\) is to be read as the mean wait.

What the second argument does not supply is the approach to a steady state. If every wait had a fixed length and all sites started bare together, they would move in step for ever. The populations at an instant would not settle, although the time fractions would still be \(\tau_j/T\).

The formula \(p_j=\tau_j/T\), with one wait \(1/k_j\) per state, does not hold in general if the cycle branches or runs backwards, because a state is then no longer visited exactly once per removed silicon atom. The rule that a population equals the sensitivity of the removal rate to that state's exit rate was derived from \(J=1/\sum_j\tau_j\) and carries the same restriction. Both methods can still be used: the balance equations gain the extra steps, and the time average uses the mean total time spent in each state per removed atom.

### Etch rate

Each renewal removes one silicon atom. With \(n_{\rm Si}\) atoms per unit volume, the surface recedes at the speed

\[
R=\frac{N_sJ}{n_{\rm Si}}
=\frac{N_s}{n_{\rm Si}}
\left[\frac{N_s}{\Gamma}\sum_{j=0}^3\frac1{s_j}+\frac1{k_4}\right]^{-1}.
\]

If departure is fast, the last term is negligible and

\[
R\simeq\frac{\Gamma}{n_{\rm Si}\sum_{j=0}^3 1/s_j}.
\]

The site density cancels: with more sites sharing a given flux, each cycles more slowly. Four fluorine atoms are bound per removed silicon atom, so the fraction of impacts that react is \(4N_sJ/\Gamma\simeq4/\sum_j(1/s_j)\).

### Worked example

Take Si(100) exposed to fluorine atoms at 10 mTorr partial pressure, with gas and surface at 300 K and no ion bombardment. The reaction probabilities \(s_0,\dots,s_3\) are 0.1, 0.01, 0.002 and 0.001, chosen as round model parameters. The flux is

\[
\Gamma=\frac{10\ \mathrm{mTorr}}{\sqrt{2\pi(18.998\ \mathrm u)k_B(300\ \mathrm K)}}
=4.653\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}} .
\]

Division by \(N_s=6.781\times10^{14}\ \mathrm{cm^{-2}}\) gives \(\nu=6862\) impacts per site and second. The four fluorination waits are 1.457, 14.57, 72.86 and 145.7 ms. Departure is given a prefactor of \(10^{13}\ \mathrm{s^{-1}}\) and a barrier of 0.30 eV, also model parameters, so that \(k_4=10^{13}e^{-0.30\,\mathrm{eV}/(k_BT_s)}=9.1\times10^7\ \mathrm{s^{-1}}\) at surface temperature \(T_s=300\) K. Its wait is about 11 ns and does not affect the sum at the digits given:

\[
T=\frac{10+100+500+1000}{6862\ \mathrm{s^{-1}}}=234.6\ \mathrm{ms},
\qquad J=4.262\ \mathrm{s^{-1}} .
\]

States 0 to 3 hold 0.62, 6.2, 31 and 62 % of the sites. The standard deviation of one cycle is 164 ms. The slowest relaxation time of the populations is 44 ms. Treating the two slowest steps as a two-state cycle gives \(1/(13.72+6.862)\ \mathrm s=49\) ms, which is 11 % above the five-state value.

One renewal per site lowers the surface by one layer spacing, 0.1358 nm, so

\[
R=0.1358\ \mathrm{nm}\times4.262\ \mathrm{s^{-1}}
=0.579\ \mathrm{nm/s}=34.7\ \mathrm{nm/min}.
\]

The reacting fraction of impacts is \(4/1610=0.0025\).

Now double \(s_3\) at fixed flux and fixed other probabilities. The ratio \(p_3/p_2\) halves from 2 to 1, but \(p_3\) falls from 62 % to 45 %. The etch rate rises by 45 %, and the agreement of these two numbers has a reason. If \(x\) is the old share, the new cycle time is \(T(1-x/2)\). The new share is \((x/2)/(1-x/2)\), and the relative gain in rate is \(1/(1-x/2)-1\), which is the same expression.

### Effects outside the model

Each effect below is added alone, with trial parameters and the other settings held fixed. Percentages are relative to the etch rate of the example.

**Ion bombardment.** At 0.1 mA/cm\(^2\) and one silicon atom removed per ion, each of states 1 to 3 gains an extra exit to the bare state at a rate \(r\) of about \(0.9\ \mathrm{s^{-1}}\). Balance then gives \(p_j=k_{j-1}p_{j-1}/(k_j+r)\) for these states, and the etch rate rises by 16 %.

**Departure as SiF\(_2\).** Let a fraction \(q\) of the sites in state 2 leave directly, with \(k_2\) kept for the forward step. The total exit rate of state 2 is \(k_2/(1-q)\), and a fraction \(1-q\) goes on to the later states. The mean time per removed silicon atom becomes

\[
\tau_0+\tau_1+(1-q)(\tau_2+\tau_3+\tau_4).
\]

For \(q=0.10\) this is 212.8 ms, and the etch rate rises by 10 %.

**Loss of bound fluorine.** Let an impact remove one fluorine atom from states 1 to 3 with probability \(10^{-4}\), at the rate \(b=10^{-4}\nu\). The net current through each step is still common, so \(k_3p_3=J\) but \(k_2p_2=J+bp_3=1.1J\). Continuing downwards, \(k_1p_1=1.055J\) and \(k_0p_0=1.011J\). The inverse law fails, and the etch rate falls by 3.3 %.

**Surface heating.** If all four reaction probabilities share an activation energy of 0.10 eV, a surface 10 K warmer etches 13 % faster at the same flux.

**Unequal sites.** If half the sites permanently have 0.5 times the last rate and half have 1.5 times, the mean of that rate is unchanged but the mean etch rate falls by 6.1 %. The slow sites lose more than the fast ones gain, because the other waits limit the gain.

**Gas depletion.** Let fluorine diffuse across a gap \(L=5\) cm with diffusivity \(D=4000\ \mathrm{cm^2/s}\). With mean speed \(\bar v\) and reacting fraction \(\gamma\), equating consumption \(\gamma\bar vn_s/4\) to supply \(D(n_b-n_s)/L\) gives the ratio of surface to bulk density, \(n_s/n_b=1/(1+\gamma\bar vL/4D)\). The etch rate falls by 4.3 %.

**Renewal with one fluorine atom already bound.** This removes \(\tau_0\) from the cycle and raises the etch rate by 0.6 %.

The example is meant to resemble etching by fluorine atoms downstream of a plasma, where rates of roughly tens of nm/min near room temperature are a realistic size. The individual reaction probabilities are not measured values; they were chosen to give a total of that size. On a wafer facing the plasma, ions also strike the surface, so the assumption of no ion bombardment fails there. The trial current and yield move the result from 34.7 to about 40 nm/min. This is not an estimate for a real wafer. The yield of one atom per ion is a trial value, and ion-assisted etching of a fluorinated surface can remove several atoms per ion. In the same model a threefold ion exit rate gives about 52 nm/min and a tenfold one about 95 nm/min, so ions can dominate the result. A real fluorinated layer can also be several atomic layers thick, with neighbouring sites that influence one another, and the independent-site model does not estimate that effect. The numerical output lists the inputs and results of the example and of these trials.

## Numbers as computed

```
F partial pressure: 10 mTorr
Gas and surface temperature: 300 K
F atomic mass: 18.998 u
Si lattice parameter: 0.5431 nm
Si(100) site density: 6.781e+14 cm^-2
Si(100) layer spacing: 0.1358 nm
Si atomic density: 4.994e+22 cm^-3
F flux: 4.653e+18 cm^-2 s^-1
Impacts per site: 6862.2 s^-1
SiF4 departure barrier: 0.30 eV
SiF4 departure prefactor: 1.0e+13 s^-1
State 0: reaction probability 0.100
State 1: reaction probability 0.010
State 2: reaction probability 0.002
State 3: reaction probability 0.001
State 0: exit rate 686.2 s^-1
State 1: exit rate 68.62 s^-1
State 2: exit rate 13.72 s^-1
State 3: exit rate 6.862 s^-1
State 4: exit rate 9.125e+07 s^-1
State 0: wait 1.457 ms, share 0.621 %
State 1: wait 14.57 ms, share 6.21 %
State 2: wait 72.86 ms, share 31.1 %
State 3: wait 145.7 ms, share 62.1 %
State 4: wait 1.096e-05 ms, share 4.67e-06 %
Mean cycle time: 234.62 ms
Standard deviation of cycle time: 163.58 ms
Renewal rate per site: 4.2623 s^-1
Slowest relaxation time: 43.75 ms
Etch rate: 34.72 nm/min = 0.5787 nm/s
F uptake per impact: 0.00248
Last probability doubled: state 3 share 45.05 %
Population ratio 3 to 2, before: 2.000
Population ratio 3 to 2, after: 1.000
Etch rate change on doubling: +45.05 %
Ion trial: 0.1 mA/cm2, 1 Si per ion
Ion effect on etch rate: +16.13 %
SiF2 trial: fraction leaving from state 2 = 0.10
SiF2 effect on etch rate: +10.27 %
Heating trial: 10 K, activation 0.10 eV
Heating effect on etch rate: +13.29 %
F loss trial: probability 1.0e-04 per impact
F loss effect on etch rate: -3.34 %
Unequal-site trial: last rate times 0.5 or 1.5, half each
Unequal-site effect on etch rate: -6.10 %
Gas trial: D = 4000 cm2/s, gap 5 cm
Gas depletion effect on etch rate: -4.30 %
Renewal with one F bound, effect: +0.62 %
Etch rate with doubled site density: 34.72 nm/min
```
